# Heat conduction through one classical oscillator between two Langevin baths: a program that tests the result

```python
# Result under test: an oscillator damped at rates a and b by two classical
# white-noise Langevin baths has thermal conductance G = kB*a*b/(a+b),
# whatever its frequency w0. Rates are friction coefficients divided by mass.
# Also tested: the changes due to bath memory (cutoff wc) and quantum statistics.
# Dimensionless tests use m = kB = hbar = 1; the example uses ps^-1 for rates.
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov


def series_rate(a, b):
    return a * b / (a + b)


def memory_rate(w0, a, b, wc):
    return series_rate(a, b) / (1 + (w0 / wc)**2 + (a + b) / (2 * wc))


def transmission(w, w0, a, b, wc=math.inf):
    u = w / wc
    friction = (a + b) / (1 - 1j * u)
    denominator = abs(w0**2 - w**2 - 1j * w * friction)**2
    return 4 * a * b * w**2 / (1 + u * u)**2 / denominator


def quantum_weight(y):
    if y < 1e-8:
        return 1.0
    if y > 600:
        return 0.0
    return (0.5 * y / math.sinh(0.5 * y))**2


def integrate_pieces(function, edges):
    return sum(quad(function, lo, hi, limit=400, epsabs=1e-12,
                    epsrel=1e-10)[0] for lo, hi in zip(edges[:-1], edges[1:]))


def spectral_rate(w0, a, b, theta=0.0, wc=math.inf):
    # theta = hbar/(kB T); theta = 0 is the classical limit
    def integrand(w):
        return (transmission(w, w0, a, b, wc)
                * quantum_weight(theta * w) / (2 * math.pi))
    return integrate_pieces(integrand, [0, w0 / 2, w0, 2 * w0, math.inf])


# --- white baths: covariance equations at widely different frequencies ---
a, b, hot, cold = 1.0, 0.5, 2.0, 1.0
total = a + b
expected_current = series_rate(a, b) * (hot - cold)
for w0 in (0.3, 1.0, 5.0, 30.0):
    drift = np.array([[0, 1], [-w0**2, -total]])
    noise = np.diag([0, 2 * (a * hot + b * cold)])
    cov = solve_continuous_lyapunov(drift, -noise)
    current = a * (hot - cov[1, 1])
    assert abs(current / expected_current - 1) < 1e-8
    assert abs(w0**2 * cov[0, 0] / cov[1, 1] - 1) < 1e-8
    assert abs(spectral_rate(w0, a, b) / series_rate(a, b) - 1) < 1e-6

# --- meaning of the rates: amplitude decays at half the total rate ---
decay = -np.linalg.eigvals(np.array([[0, 1], [-25.0, -total]])).real
assert np.allclose(2 * decay, total)

# --- heat counted kick by kick in an anharmonic well U = x^2/2 + x^4/4 ---
rng = np.random.default_rng(12)
walkers, dt, burn_steps, count_steps = 20000, 0.01, 1000, 2000
x = np.zeros(walkers)
v = rng.standard_normal(walkers)
heat = np.zeros(walkers)
kick_a, kick_b = math.sqrt(2 * a * hot * dt), math.sqrt(2 * b * cold * dt)
half = 0.5 * total * dt
for step in range(burn_steps + count_steps):
    x += 0.5 * dt * v
    impulse_a = kick_a * rng.standard_normal(walkers)
    impulse_b = kick_b * rng.standard_normal(walkers)
    force = -x - x * x * x
    v_new = ((1 - half) * v + force * dt + impulse_a + impulse_b) / (1 + half)
    v_mid = 0.5 * (v + v_new)
    if step >= burn_steps:
        heat += v_mid * (impulse_a - a * dt * v_mid)
    v = v_new
    x += 0.5 * dt * v
heat /= count_steps * dt
sim_current = heat.mean()
sim_error = heat.std(ddof=1) / math.sqrt(walkers)
assert sim_error < 0.03 * expected_current
# allowance: four standard errors plus the first-order time-step bias
assert abs(sim_current - expected_current) < 4 * sim_error + half * expected_current

# --- baths with memory: force-velocity correlation from four variables ---
for w0, wc in ((0.5, 3.0), (2.0, 3.0), (6.0, 3.0), (2.0, 1e4)):
    drift = np.array([[0, 1, 0, 0], [-w0**2, 0, 1, 1],
                      [0, -a * wc, -wc, 0], [0, -b * wc, 0, -wc]])
    noise = np.diag([0, 0, 2 * a * wc**2 * hot, 2 * b * wc**2 * cold])
    cov = solve_continuous_lyapunov(drift, -noise)
    formula = memory_rate(w0, a, b, wc)
    assert abs(cov[1, 2] / (hot - cold) / formula - 1) < 1e-5
    if wc < 100:
        assert abs(spectral_rate(w0, a, b, wc=wc) / formula - 1) < 1e-6
    else:
        assert abs(cov[1, 2] / expected_current - 1) < 1e-3

# --- quantum current: exact evolution with two explicit oscillator baths ---
qa, qb, qw0, qwc, q_hot, q_cold = 0.4, 0.2, 1.0, 3.0, 0.6, 0.3
modes, spacing = 400, 0.05
grid = (np.arange(modes) + 0.5) * spacing
shape = 2 / math.pi * qwc**2 / (grid**2 + qwc**2) * spacing
coupling_a = grid * np.sqrt(qa * shape)
coupling_b = grid * np.sqrt(qb * shape)
size = 2 * modes + 1
stiffness = np.zeros((size, size))
stiffness[0, 0] = (qw0**2 + np.sum(coupling_a**2 / grid**2)
                   + np.sum(coupling_b**2 / grid**2))
stiffness[0, 1:] = stiffness[1:, 0] = -np.concatenate((coupling_a, coupling_b))
stiffness[np.arange(1, size), np.arange(1, size)] = np.concatenate((grid, grid))**2
squares, vectors = np.linalg.eigh(stiffness)
assert squares.min() > 0
omega = np.sqrt(squares)
energy_a = 0.5 * grid / np.tanh(0.5 * grid / q_hot)
energy_b = 0.5 * grid / np.tanh(0.5 * grid / q_cold)
var_p = np.concatenate(([0.5 * qw0], energy_a, energy_b))
var_x = np.concatenate(([0.5 / qw0], energy_a / grid**2, energy_b / grid**2))
bath_force = np.zeros(size)
bath_force[0] = -np.sum(coupling_a**2 / grid**2)
bath_force[1:modes + 1] = coupling_a
force_modes, site_modes = vectors.T @ bath_force, vectors[0]
samples = []
for time in np.linspace(40, 60, 41):
    cosine, sine = np.cos(omega * time), np.sin(omega * time)
    force_x = vectors @ (cosine * force_modes)
    force_p = vectors @ (sine / omega * force_modes)
    speed_x = vectors @ (-omega * sine * site_modes)
    speed_p = vectors @ (cosine * site_modes)
    samples.append(np.sum(force_x * speed_x * var_x + force_p * speed_p * var_p))
explicit_current = np.mean(samples)


def quantum_current_density(w):
    occupation = 1 / math.expm1(w / q_hot) - 1 / math.expm1(w / q_cold)
    return w * transmission(w, qw0, qa, qb, qwc) * occupation / (2 * math.pi)


quantum_current = integrate_pieces(quantum_current_density, [0, 0.5, 1, 2, 30])
classical_current = memory_rate(qw0, qa, qb, qwc) * (q_hot - q_cold)
# allowance covers the finite bath grid and its upper frequency edge
assert abs(explicit_current / quantum_current - 1) < 0.01
assert abs(classical_current / quantum_current - 1) > 0.1

# --- high-temperature quantum loss: both leading terms tested separately ---
w0, theta = 3.0, 0.01
loss = integrate_pieces(
    lambda w: transmission(w, w0, a, b) * (1 - quantum_weight(theta * w))
    / (2 * math.pi), [0, w0 / 2, w0, 2 * w0, 10 * w0, 1 / theta, 10 / theta,
                      math.inf]) / series_rate(a, b)
first_term = theta * total / math.pi
second_term = theta**2 * (w0**2 - total**2) / 12
assert abs(loss / first_term - 1) < 0.03
assert abs((loss - first_term) / second_term - 1) < 0.05

# --- worked example: rough regime of a single-molecule junction ---
rate_a, rate_b = 2.0, 1.0                 # ps^-1
mode_mev, cutoff_mev, mass_u = 5.0, 15.0, 200.0
temp_a, temp_b = 310.0, 290.0             # K
electron_transmission, patch_nm = 1e-4, 10.0
mean_temp = 0.5 * (temp_a + temp_b)
mev_to_rate = 1e-3 * sc.e / sc.hbar * 1e-12
to_pw = sc.k * 1e24                      # kB times ps^-1, in pW/K
mode, cutoff = mode_mev * mev_to_rate, cutoff_mev * mev_to_rate
g_white = to_pw * series_rate(rate_a, rate_b)
g_memory = to_pw * memory_rate(mode, rate_a, rate_b, cutoff)
kinetic_temp = (rate_a * temp_a + rate_b * temp_b) / (rate_a + rate_b)
amplitude = math.sqrt(sc.k * kinetic_temp / (mass_u * sc.atomic_mass)) / (mode * 1e12)
theta_mean = sc.hbar / (sc.k * mean_temp) * 1e12
g_quantum_white = to_pw * spectral_rate(mode, rate_a, rate_b, theta_mean)
loss_one = theta_mean * (rate_a + rate_b) / math.pi
loss_two = theta_mean**2 * (mode**2 - (rate_a + rate_b)**2) / 12
g_electron = (electron_transmission * 2 * math.pi**2 * sc.k**2 * mean_temp
              / (3 * sc.h) * 1e12)
g_radiation = 4 * sc.sigma * mean_temp**3 * (patch_nm * 1e-9)**2 * 1e12

print(f"Test, quartic well: expected current = {expected_current:.4f} (dimensionless)")
print(f"Test, quartic well: simulated current = {sim_current:.4f} +/- {sim_error:.4f}")
print(f"Test, explicit quantum baths: current = {explicit_current:.5f} (dimensionless)")
print(f"Test, quantum spectral formula: current = {quantum_current:.5f}")
print(f"Test, classical current for same baths = {classical_current:.5f}")
print(f"Input: a = {rate_a:.1f} ps^-1, b = {rate_b:.1f} ps^-1")
print(f"Input: mode energy = {mode_mev:.1f} meV, mass = {mass_u:.0f} u")
print(f"Input: contact cutoff = {cutoff_mev:.1f} meV")
print(f"Input: contact temperatures = {temp_a:.0f} K and {temp_b:.0f} K")
print(f"Mode angular frequency w0 = {mode:.3f} ps^-1")
print(f"Cutoff angular frequency wc = {cutoff:.3f} ps^-1")
print(f"Series rate ab/(a+b) = {series_rate(rate_a, rate_b):.4f} ps^-1")
print(f"Contact conductance kB a = {to_pw * rate_a:.3f} pW/K")
print(f"Contact conductance kB b = {to_pw * rate_b:.3f} pW/K")
print(f"Conductance G = {g_white:.3f} pW/K = {g_white * 1e-12:.3e} W/K")
print(f"Heat current J = {g_white * (temp_a - temp_b):.1f} pW")
print(f"Oscillator kinetic temperature = {kinetic_temp:.2f} K")
print(f"Thermal rms displacement = {amplitude * 1e9:.4f} nm")
for energy in (2.5, 5.0, 10.0, 20.0):
    frequency = energy * mev_to_rate
    flat = to_pw * spectral_rate(frequency, rate_a, rate_b)
    cut = to_pw * memory_rate(frequency, rate_a, rate_b, cutoff)
    print(f"Mode {energy:4.1f} meV: G memoryless = {flat:.3f}, with cutoff = {cut:.3f} pW/K")
print(f"Memory: change of G = {100 * (g_memory / g_white - 1):.1f} %")
print(f"Quantum, memoryless, {mean_temp:.0f} K: G = {g_quantum_white:.3f} pW/K")
print(f"Quantum, memoryless: full loss = {100 * (1 - g_quantum_white / g_white):.2f} %")
print(f"Quantum loss, first term = {100 * loss_one:.2f} %")
print(f"Quantum loss, second term = {100 * loss_two:.2f} %")
for temperature in (mean_temp, 77.0, 10.0):
    theta = sc.hbar / (sc.k * temperature) * 1e12
    value = to_pw * spectral_rate(mode, rate_a, rate_b, theta, cutoff)
    print(f"Quantum with cutoff, {temperature:.0f} K: G = {value:.3f} pW/K, "
          f"{value / g_memory:.3f} of classical with cutoff")
print(f"Two lateral modes with equal rates would add {2 * g_white:.2f} pW/K")
print(f"Input: electron transmission = {electron_transmission:.0e}")
print(f"Electron heat conductance = {g_electron:.4f} pW/K")
print(f"Electron share relative to G = {100 * g_electron / g_white:.2f} %")
print(f"Black-body conductance over ({patch_nm:.0f} nm)^2 = {g_radiation:.2e} pW/K")
print(f"Near-field enhancement needed to equal G = {g_white / g_radiation:.2e}")
print("finished without a failed check")
```

It prints:

```
Test, quartic well: expected current = 0.3333 (dimensionless)
Test, quartic well: simulated current = 0.3316 +/- 0.0020
Test, explicit quantum baths: current = 0.01819 (dimensionless)
Test, quantum spectral formula: current = 0.01819
Test, classical current for same baths = 0.03303
Input: a = 2.0 ps^-1, b = 1.0 ps^-1
Input: mode energy = 5.0 meV, mass = 200 u
Input: contact cutoff = 15.0 meV
Input: contact temperatures = 310 K and 290 K
Mode angular frequency w0 = 7.596 ps^-1
Cutoff angular frequency wc = 22.789 ps^-1
Series rate ab/(a+b) = 0.6667 ps^-1
Contact conductance kB a = 27.613 pW/K
Contact conductance kB b = 13.806 pW/K
Conductance G = 9.204 pW/K = 9.204e-12 W/K
Heat current J = 184.1 pW
Oscillator kinetic temperature = 303.33 K
Thermal rms displacement = 0.0148 nm
Mode  2.5 meV: G memoryless = 9.204, with cutoff = 8.417 pW/K
Mode  5.0 meV: G memoryless = 9.204, with cutoff = 7.821 pW/K
Mode 10.0 meV: G memoryless = 9.204, with cutoff = 6.095 pW/K
Mode 20.0 meV: G memoryless = 9.204, with cutoff = 3.237 pW/K
Memory: change of G = -15.0 %
Quantum, memoryless, 300 K: G = 8.957 pW/K
Quantum, memoryless: full loss = 2.68 %
Quantum loss, first term = 2.43 %
Quantum loss, second term = 0.26 %
Quantum with cutoff, 300 K: G = 7.782 pW/K, 0.995 of classical with cutoff
Quantum with cutoff, 77 K: G = 7.285 pW/K, 0.932 of classical with cutoff
Quantum with cutoff, 10 K: G = 0.776 pW/K, 0.099 of classical with cutoff
Two lateral modes with equal rates would add 18.41 pW/K
Input: electron transmission = 1e-04
Electron heat conductance = 0.0568 pW/K
Electron share relative to G = 0.62 %
Black-body conductance over (10 nm)^2 = 6.12e-04 pW/K
Near-field enhancement needed to equal G = 1.50e+04
finished without a failed check
```
